# Quadrupole and dipole 1s–3d pre-edge absorption at cubic sites

Quadrupole absorption depends on the light through a symmetric product of two vectors, the polarization $\mathbf e$ and the beam direction $\mathbf n$:

$$Q_{ij}=\tfrac12\,(e_i n_j+e_j n_i).$$

Because $\mathbf e\perp\mathbf n$, this tensor has no trace and carries five components. At a cubic site they fall into two irreducible sets: the diagonal elements, with zero sum, form the pair $e_g$, and the off-diagonal elements form the triple $t_{2g}$. The strength is quadratic in $Q$ and invariant under the cubic group, so it must be

$$A_e\sum_i|Q_{ii}|^2+A_t\sum_{i<j}|Q_{ij}|^2 .$$

Two constants, one for each peak, multiply known angular functions. Dipole absorption depends on $\mathbf e$ alone. Its three components form one irreducible set, so the only quadratic invariant is $|\mathbf e|^2=1$, and a dipole contribution at a cubic site is isotropic. The operators set the relative size: the quadrupole amplitude contains $k\langle r^2\rangle$ where the dipole amplitude contains $\langle r\rangle$. What remains is to find the constants and the condition under which the dipole term appears.

Atomic units are used, so the photon energy is $\omega$ and the wave number is $k=\alpha\omega$, with $\alpha$ the fine-structure constant. The polarization is a unit vector, complex if the light is elliptical. The electrons are independent and move in a local potential $V$, without spin-orbit coupling or magnetism. The 1s shell is filled and the 3d shell empty. The oscillator strength of one electron is

$$f=\frac{2}{\omega}\left|\langle f|e^{i\mathbf k\cdot\mathbf r}\,\mathbf e\cdot\mathbf p|1s\rangle\right|^2 .$$

The exponential is expanded as $1+ik\,\mathbf n\cdot\mathbf r+\dots$, since $kr$ is small where the 1s orbital is large. For the first term, $\mathbf p=i[H,\mathbf r]$ gives $\langle f|\mathbf e\cdot\mathbf p|1s\rangle=i\omega\langle f|\mathbf e\cdot\mathbf r|1s\rangle$. The operator in the second term is split into symmetric and antisymmetric parts:

$$(\mathbf n\cdot\mathbf r)(\mathbf e\cdot\mathbf p)=\tfrac12\big[(\mathbf n\cdot\mathbf r)(\mathbf e\cdot\mathbf p)+(\mathbf e\cdot\mathbf r)(\mathbf n\cdot\mathbf p)\big]+\tfrac12(\mathbf n\times\mathbf e)\cdot\mathbf L .$$

The last part is the magnetic-dipole operator. It gives zero because $\mathbf L|1s\rangle=0$. For the symmetric part, let $F=(\mathbf e\cdot\mathbf r)(\mathbf n\cdot\mathbf r)$. Its Laplacian is $2\,\mathbf e\cdot\mathbf n=0$, and $V$ commutes with $F$, so

$$[H,F]=-\nabla F\cdot\nabla=-i\big[(\mathbf n\cdot\mathbf r)(\mathbf e\cdot\mathbf p)+(\mathbf e\cdot\mathbf r)(\mathbf n\cdot\mathbf p)\big].$$

The square bracket is therefore $i[H,F]$, with matrix element $i\omega\langle f|F|1s\rangle$. Collecting both orders,

$$\langle f|e^{i\mathbf k\cdot\mathbf r}\mathbf e\cdot\mathbf p|1s\rangle\simeq i\omega\,\langle f|T|1s\rangle,\qquad T=\mathbf e\cdot\mathbf r+\frac{ik}{2}(\mathbf e\cdot\mathbf r)(\mathbf n\cdot\mathbf r).$$

The prefactor becomes $(2/\omega)\omega^2=2\omega$ for one electron, and the two spins give

$$f=4\omega\sum_f|\langle f|T|1s\rangle|^2 .$$

Now take pure d orbitals, for which the dipole term vanishes by parity. Write $F=\sum_{ij}Q_{ij}x_ix_j$, with the coordinates along the cubic axes, and define

$$R=\int_0^\infty R_{3d}R_{1s}\,r^4\,dr .$$

The angular part of 1s is $1/\sqrt{4\pi}$ and that of $d_{xy}$ is $\sqrt{15/4\pi}\,xy/r^2$, so each angular integral is an average over the unit sphere. The averages needed are $\overline{x^2y^2}=1/15$ and $\overline{x^4}=1/5$. Only the term $2Q_{xy}xy$ survives in

$$\langle d_{xy}|F|1s\rangle=\sqrt{15}\,\frac{2Q_{xy}}{15}R=\frac{2Q_{xy}}{\sqrt{15}}R,$$

and the other two $t_{2g}$ amplitudes follow by cyclic exchange. For $d_{z^2}$, with angular part $\sqrt{5/16\pi}\,(3z^2-r^2)/r^2$, the $r^2$ term multiplies the trace of $Q$ and drops out. The rest is

$$\langle d_{z^2}|F|1s\rangle=\frac{\sqrt5}{2}\,3\left[\frac{Q_{zz}}5+\frac{Q_{xx}+Q_{yy}}{15}\right]R=\frac{Q_{zz}}{\sqrt5}R,$$

where $Q_{xx}+Q_{yy}=-Q_{zz}$ was used. In the same way

$$\langle d_{x^2-y^2}|F|1s\rangle=\frac{\sqrt{15}}2\left(\frac15-\frac1{15}\right)(Q_{xx}-Q_{yy})R=\frac{Q_{xx}-Q_{yy}}{\sqrt{15}}R .$$

To add the two $e_g$ strengths, use $|Q_{xx}-Q_{yy}|^2=2|Q_{xx}|^2+2|Q_{yy}|^2-|Q_{zz}|^2$, which again follows from the zero trace. Then

$$\frac{|Q_{zz}|^2}{5}+\frac{|Q_{xx}-Q_{yy}|^2}{15}=\frac2{15}\sum_i|Q_{ii}|^2=\frac{2}{15}G,\qquad G=\sum_i|e_i|^2n_i^2 .$$

The off-diagonal elements follow from the norm of the tensor,

$$\sum_{ij}|Q_{ij}|^2=\tfrac14\big(2|\mathbf e|^2|\mathbf n|^2+2|\mathbf e\cdot\mathbf n|^2\big)=\tfrac12 ,$$

so that $\sum_{i<j}|Q_{ij}|^2=\frac12(\frac12-G)$. The $t_{2g}$ sum is $\frac4{15}R^2$ times this, or $\frac1{15}(1-2G)R^2$. With the factor $4\omega(k/2)^2=\omega k^2$,

$$f_{t_{2g}}=\frac{\omega k^2R_t^2}{15}(1-2G),\qquad f_{e_g}=\frac{\omega k^2R_e^2}{15}\,2G .$$

Here $R_t$ and $R_e$ allow the cage to change the radial functions of the two sets slightly. Both strengths are non-negative, hence $0\le 2G\le1$.

Both limits can be reached by rotating the crystal. Put $\mathbf n=(\cos\varphi,\sin\varphi,0)$ and $\mathbf e=(-\sin\varphi,\cos\varphi,0)$. Then $G=2\sin^2\varphi\cos^2\varphi$, or $2G=\sin^22\varphi$. At $\varphi=0$ only $t_{2g}$ absorbs, and at $45^\circ$ only $e_g$. If the peaks overlap, and $B$ is an isotropic background such as the tail of the main edge, the measured spectrum is

$$S(\varphi)=B+S_t\cos^22\varphi+S_e\sin^22\varphi .$$

The difference $S(45^\circ)-S(0)=S_e-S_t$ is free of the background. The angle alone does not separate $B$ from $S_t+S_e$, so the individual peaks also require a model for $B$. Not every rotation helps. For a beam along $[111]$, $G=1/3$ for every polarization, and turning $\mathbf e$ about the beam changes nothing.

For a powder, average first over linear polarizations at fixed $\mathbf n$, which gives $\overline{e_z^2}=(1-n_z^2)/2$, and then over $\mathbf n$:

$$\overline G=3\cdot\tfrac12\left(\tfrac13-\tfrac15\right)=\tfrac15 .$$

The ratio $t_{2g}:e_g$ is then $3:2$ for equal radial integrals, the ratio of the numbers of orbitals.

These formulas hold when each absorbing site has full octahedral or tetrahedral symmetry, with its axes along those of the crystal. If the sites have lower symmetry and only their sum is cubic, two angular functions remain, but their coefficients no longer belong to local $t_{2g}$ and $e_g$ orbitals. In a partly filled shell, electron repulsion spreads each peak over multiplets. For a cubic-invariant, nonmagnetic initial state the opening symmetry argument still holds at each photon energy, with $A_t$ and $A_e$ replaced by two spectral functions.

In an octahedron, inversion forbids an orbital that is partly d and partly p. A tetrahedron has no inversion, and the product $xyz$ is invariant under its group. Therefore $yz$ transforms as $x$, and $d_{yz}$ can mix with $p_x$, and cyclically. The three p orbitals are used up by this triple, so the $e$ pair has no p partner and gains no dipole strength.

The size of the mixing can be worked out for four charges $-q$ at distance $d$ from the nucleus, along $(1,1,1)$, $(1,-1,-1)$, $(-1,1,-1)$ and $(-1,-1,1)$. An electron has energy $+q/|\mathbf r-\mathbf R_a|$ near each. In the multipole expansion, p–d coupling needs rank 1 or 3. Rank 1 cancels in the sum over corners. For rank 3, let $c_a$ be the cosine between $\mathbf r$ and $\mathbf R_a$. The three signs of each corner multiply to $+1$, so the cube of $(\pm x\pm y\pm z)$ leaves $6xyz$ per corner, while the other terms cancel:

$$\sum_aP_3(c_a)=\frac52\sum_ac_a^3=\frac52\,\frac{24\,xyz}{3\sqrt3\,r^3}=\frac{20}{\sqrt3}\,\frac{xyz}{r^3}.$$

The angular integral with $p_x$ and $d_{yz}$ is $\sqrt3\sqrt{15}\;\overline{x^2y^2z^2}=\sqrt{45}/105=\sqrt5/35$. The coupling of 3d to the level $np$ is therefore

$$V_n=\frac{4\sqrt{15}}{21}\,q\int_0^\infty R_{np}R_{3d}\,\frac{r_<^3}{r_>^4}\,r^2dr,$$

with $r_<$ and $r_>$ the smaller and larger of $r$ and $d$. To first order in the cage field the $t_2$ orbital contains $np$ with amplitude

$$\beta_n=\frac{V_n}{E_{3d}-E_{np}} .$$

If both orbitals lie well inside the cage, $V_n\propto d^{-4}$, and the dipole strength falls as $d^{-8}$.

Since $\langle np_x|\mathbf e\cdot\mathbf r|1s\rangle=\sqrt3\,\overline{x^2}\,e_xR_{1,n}=e_xR_{1,n}/\sqrt3$, with $R_{1,n}=\int R_{np}R_{1s}r^3dr$, the partner built on $d_{yz}$ has the total amplitude

$$De_x+\frac{ik}{\sqrt{15}}R_tQ_{yz},\qquad D=\frac1{\sqrt3}\sum_n\beta_nR_{1,n}.$$

Here $R_t$ includes the amplitude of the d part. Squaring and summing over the three partners gives $D^2|\mathbf e|^2=D^2$ from the dipole, the earlier quadrupole result, and a cross term proportional to the real part of $i\,(e_x^*Q_{yz}+e_y^*Q_{zx}+e_z^*Q_{xy})$. The bracket equals

$$n_z\,\mathrm{Re}(e_x^*e_y)+n_x\,\mathrm{Re}(e_y^*e_z)+n_y\,\mathrm{Re}(e_z^*e_x),$$

which is real, so the cross term vanishes for every polarization. The tetrahedral peaks are

$$f_{t_2}=4\omega D^2+\frac{\omega k^2R_t^2}{15}(1-2G),\qquad f_e=\frac{\omega k^2R_e^2}{15}\,2G .$$

A tetrahedron of the opposite orientation has $D\to-D$ and the same strengths. For $R_t\simeq R_e=R$, the dipole strength relative to the whole quadrupole strength is

$$\frac{f_D}{f_Q}=\frac{60D^2}{k^2R^2}\;\to\;\frac{20\,\beta^2R_1^2}{k^2R^2},$$

where the last form holds when a single p level dominates.

For numbers, take a free Ti$^{4+}$ ion in the Kohn–Sham local density approximation, with uncontracted s, p and d Gaussians. The empty 3d and 4p orbitals come from the same potential as 1s. The orbital energies are $-179.271$ hartree for 1s, $-3.284$ for 3p, $-1.940$ for 3d and $-1.119$ for 4p. The difference $\omega=177.33$ hartree ($4825$ eV) serves as the photon energy and gives $k=1.294$ bohr$^{-1}$. Radial quadrature gives $|R|=1.125\times10^{-3}$ bohr$^2$, so the maximum of either quadrupole peak is

$$\frac{\omega k^2R^2}{15}=\frac{177.33\times1.674\times1.266\times10^{-6}}{15}=2.51\times10^{-5}.$$

Keeping the full exponential in the amplitude lowers it by about 0.8% relative to its small-$k$ form, so the neglected retardation changes the quadrupole strength by about 1.5%. The last digits depend on the Gaussian basis: at the radial basis limit the 1s energy is $-179.273$ hartree, $|R|=1.124\times10^{-3}$ bohr$^2$ and the maximum is $2.50\times10^{-5}$, and the strengths given below fall by 0.2 to 0.3%.

The ion's potential is then frozen and placed in cages of point charges at 1.80 Å, each with total charge $-4$ so that ion and cage together are neutral, and the one-electron Hamiltonian is diagonalized in the same basis. An octahedron with charges $-2/3$ puts $e_g$ above $t_{2g}$ by 0.31 eV. Its $t_{2g}$ strength falls from $2.48\times10^{-5}$ at $\varphi=0$ to zero at $45^\circ$, within rounding, while $e_g$ rises from zero to $2.54\times10^{-5}$. The 2% difference between the maxima comes from the radial integrals, since the photon energies are almost equal.

A tetrahedron with charges $-1$ puts $t_2$ above $e$ by 0.195 eV. The p amplitudes in its $t_2$ orbital are small: $|\beta_{3p}|=0.0080$ and $|\beta_{4p}|=0.0282$, and all p levels together have a weight of 0.09%. The radial integrals are $|R_{1,3p}|=0.01615$ and $|R_{1,4p}|=0.00706$ bohr, so the two main parts of $|D|$ are

$$\frac{0.00798\times0.01615}{\sqrt3}=0.74\times10^{-4},\qquad\frac{0.02824\times0.00706}{\sqrt3}=1.15\times10^{-4}\ \text{bohr}.$$

They have the same sign, and the other p levels almost cancel, leaving $|D|=1.90\times10^{-4}$ bohr. The first-order formula gives 1.89. The filled 3p shell thus supplies 39% of the dipole amplitude: its admixture is smaller than that of 4p, but its overlap with the 1s region is larger. With the 4p part alone, $f_D/f_Q$ would be about 0.38. The full amplitude gives 1.02.

The dipole strength is $4\omega D^2=2.55\times10^{-5}$. The $t_2$ peak therefore falls from $5.06\times10^{-5}$ at $\varphi=0$ to $2.55\times10^{-5}$ at $45^\circ$ and does not vanish. For a resolved peak with the background removed, the part that varies is the quadrupole strength and the remainder at $45^\circ$ is the dipole gain. The $e$ peak rises from zero to $2.48\times10^{-5}$, as it would without mixing. The powder total is $5.05\times10^{-5}$. Multiplied by $2\pi^2\alpha$ and converted from atomic units, it is an integrated cross section of $5.5\times10^3$ barn eV.

A cube of eight charges $-1/2$ has the same even multipoles as this tetrahedron but no odd ones. Its dipole strength vanishes, and its splitting is 0.210 eV. In this basis the tetrahedral value is 0.015 eV smaller because the p levels also shift $t_2$. In second order each level contributes $V_n^2/(E_{3d}-E_{np})=\beta_n^2(E_{3d}-E_{np})$. With the first-order amplitudes, $|\beta_{3p}|=0.0080$ and $|\beta_{4p}|=0.0274$, this is $+0.002$ eV from 3p, which lies below, $-0.017$ eV from 4p, which lies above, and $-0.001$ eV from the higher p levels. Their sum accounts for the difference. Empty f levels, which the basis omits, also couple to $t_2$ but not to $e$, and lower the tetrahedral splitting by another 0.011 eV. The higher angular momenta also reduce the dipole term. Adding f, g and h orbitals in turn takes $f_D/f_Q$ from 1.02 to 0.99, 0.97 and 0.955. With h included, $|D|=1.83\times10^{-4}$ bohr, the dipole strength is $2.38\times10^{-5}$, the cross section is $5.3\times10^3$ barn eV and the splitting is 0.18 eV, while the quadrupole strengths hardly move. The dipole values of the s, p, d basis are therefore too large by at least 6%.

The model omits ligand orbitals and covalency, relaxation around the core hole, relativity, and the response of the ion to its cage. The splittings, 0.2 to 0.3 eV, are smaller than the lifetime width of a 1s hole, which for titanium is roughly 1 eV, so peaks this close would not be resolved. The near equality of dipole and quadrupole strength belongs to this cage and to the ground-state potential. If the ion's potential is relaxed with half an electron moved from 1s to 3d, the photon energy rises from 4825 eV to 4946 eV, closer to the measured pre-edge near 4970 eV, and $f_D/f_Q$ in the same cage, with f orbitals included, falls from 0.99 to 0.67. With a whole electron moved it is 0.46. As the dipole term is quadratic in the p amplitudes, tripling them all would multiply it by nine while the quadrupole part hardly changed. The p weight would then be about 0.8%, so an admixture below one percent can be enough for the dipole term to dominate a tetrahedral pre-edge.

Numbers in the example were calculated in double precision.
